# Curvature enhancement of oxide capacitance in a gate-all-around silicon wire: a numerical check

```python
"""Oxide capacitance of a cylindrical silicon wire with a surrounding gate.

Result under test: per silicon surface area,
    C_wire / C_planar = x / ln(1 + x),   x = t / R,
where R is the silicon radius and t the oxide thickness.
The silicon charge is first placed at the surface. Its finite depth,
the finite density of states and oxide tunnelling are sized afterwards.
Lengths inside the potential solver are in nm; capacitances are in SI.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

NM = 1e-9
EPS0, Q, HBAR = const.epsilon_0, const.e, const.hbar
R, T_OX = 5.0, 2.0                 # nm
K_OX, K_SI = 3.9, 11.7             # relative permittivities
V_OX, TEMP = 1.0, 300.0            # V, K
DEPTH = 1.0                        # nm, rough depth of inversion charge
VALLEYS, M_DOS = 2, 0.19           # rough two-dimensional subband model
BARRIER, M_TUN = 3.1, 0.5          # eV, electron masses
E_BREAK = 10.0                     # MV/cm, rough
ATTEMPT = 5e13                     # 1/s, rough attempt rate


def solve_radial(r_in, r_out, kappa, cells=3000):
    """Solve div(kappa grad phi)=0 with phi=0 inside and phi=1 outside.

    Returns nodes, potential and capacitance per length / epsilon_0.
    """
    r = np.linspace(r_in, r_out, cells + 1)
    mid = 0.5 * (r[1:] + r[:-1])
    link = kappa(mid) * mid / (r[1] - r[0])
    band = np.zeros((3, cells - 1))
    band[0, 1:] = -link[1:-1]
    band[1] = link[:-1] + link[1:]
    band[2, :-1] = -link[1:-1]
    rhs = np.zeros(cells - 1)
    rhs[-1] = link[-1]
    phi = np.concatenate(([0.0], solve_banded((1, 1), band, rhs), [1.0]))
    return r, phi, 2 * np.pi * np.sum(link * np.diff(phi) ** 2)


def oxide(r):
    return np.full_like(r, K_OX)


def factor(x):
    return x / np.log1p(x)


# Capacitance and bounds, tested over thin and thick oxides
for x_test in (0.02, 0.1, 0.4, 1.0, 3.0):
    _, _, c_num = solve_radial(R, R * (1 + x_test), oxide)
    f_num = c_num / (2 * np.pi * R) / (K_OX / (R * x_test))
    assert abs(f_num / factor(x_test) - 1) < 2e-6
    assert np.sqrt(1 + x_test) < f_num < 1 + x_test / 2

x = T_OX / R
F = factor(x)
nodes, phi, c_length_num = solve_radial(R, R + T_OX, oxide)
F_num = c_length_num / (2 * np.pi * R) / (K_OX / T_OX)

# Energy of a linear trial potential gives the upper estimate
trial = quad(lambda r: 2 * np.pi * K_OX * r / T_OX**2, R, R + T_OX)[0]
F_trial = trial / (2 * np.pi * R) / (K_OX / T_OX)
assert abs(F_trial - (1 + x / 2)) < 1e-10 and F_trial > F_num

# Small-curvature series: its product with ln(1+s) must be s
s = sp.symbols("s")
poly = 1 + s / 2 - s**2 / 12 + s**3 / 24
log_series = sp.series(sp.log(1 + s), s, 0, 5).removeO()
product = sp.expand(poly * log_series)
assert [product.coeff(s, k) for k in range(1, 5)] == [1, 0, 0, 0]
estimates = [1 + x / 2, 1 + x / 2 - x**2 / 12, float(poly.subs(s, x))]
assert abs(estimates[2] - F_num) < 1e-3

# Reversed geometry: silicon outside, gate inside
_, _, c_rev = solve_radial(R - T_OX, R, oxide)
F_rev_num = c_rev / (2 * np.pi * R) / (K_OX / T_OX)
F_rev = x / (-np.log1p(-x))
assert abs(F_rev_num / F_rev - 1) < 2e-6 and F_rev_num < 1

# Fields: 1 V/nm = 10 MV/cm
field_num = np.gradient(phi, nodes, edge_order=2) * V_OX * 10
field_planar = V_OX / T_OX * 10
field_in = F * field_planar
field_out = field_in * R / (R + T_OX)
assert abs(field_num[0] / field_in - 1) < 1e-5
assert abs(field_num[-1] / field_out - 1) < 1e-5

C_planar = K_OX * EPS0 / (T_OX * NM)
C_wire = F * C_planar
C_length = C_wire * 2 * np.pi * R * NM
t_eq = R * np.log1p(x)
density = C_wire * V_OX / Q

# Charge depth and density of states
kT = const.k * TEMP
dos = VALLEYS * M_DOS * const.m_e / (np.pi * HBAR**2)


def geometric_capacitances(z):
    wire = EPS0 / (R * NM * (np.log1p(x) / K_OX
                            + np.log(R / (R - z)) / K_SI))
    planar = EPS0 / (NM * (T_OX / K_OX + z / K_SI))
    return wire, planar


def quantum_capacitance(g):
    return Q**2 * g * (-np.expm1(-density / (g * kT)))


def total_capacitances(z):
    wire, planar = geometric_capacitances(z)
    cq_wire = quantum_capacitance(dos * (1 - z / R))
    cq_planar = quantum_capacitance(dos)
    return 1 / (1 / wire + 1 / cq_wire), 1 / (1 / planar + 1 / cq_planar)


for z in (0.5, 1.0, 1.5):
    cells = int(round((T_OX + z) * 1000))
    _, _, c_stack = solve_radial(
        R - z, R + T_OX, lambda r: np.where(r < R, K_SI, K_OX), cells)
    c_area = c_stack * EPS0 / (2 * np.pi * R * NM)
    assert abs(c_area / geometric_capacitances(z)[0] - 1) < 2e-6

geo_wire, geo_planar = geometric_capacitances(DEPTH)
tot_wire, tot_planar = total_capacitances(DEPTH)


def differential_capacitance(c_geo, g):
    """Differentiate the self-consistent charge with respect to voltage."""
    def voltage(n_rel):
        n = n_rel * density
        return Q * n / c_geo + kT / Q * np.log(np.expm1(n / (g * kT)))
    v0, dv = voltage(1.0), 1e-3
    up = brentq(lambda n: voltage(n) - v0 - dv, 0.5, 2.0, rtol=1e-14)
    down = brentq(lambda n: voltage(n) - v0 + dv, 0.5, 2.0, rtol=1e-14)
    return Q * density * (up - down) / (2 * dv)


assert abs(differential_capacitance(geo_wire, dos * (1 - DEPTH / R))
           / tot_wire - 1) < 1e-5
assert abs(differential_capacitance(geo_planar, dos)
           / tot_planar - 1) < 1e-5

# Tunnelling exponents at the same oxide voltage
k_unit = np.sqrt(2 * M_TUN * const.m_e * Q) / HBAR * NM


def barrier_wire(u):
    return BARRIER - V_OX * np.log1p(u / R) / np.log1p(x)


def barrier_planar(u):
    return BARRIER - V_OX * u / T_OX


inside = np.linspace(0, T_OX, 202)[1:-1]
assert np.all(barrier_wire(inside) < barrier_planar(inside))
exp_wire = 2 * k_unit * quad(lambda u: np.sqrt(barrier_wire(u)), 0, T_OX)[0]
exp_planar = 2 * k_unit * quad(
    lambda u: np.sqrt(barrier_planar(u)), 0, T_OX)[0]
closed = (4 * k_unit * T_OX / (3 * V_OX)
          * (BARRIER**1.5 - (BARRIER - V_OX)**1.5))
assert abs(exp_planar / closed - 1) < 1e-9
leak = Q * density * ATTEMPT * np.exp(-exp_wire)       # A/m^2
f_leak = leak / V_OX / (2 * np.pi * C_wire)
thin_change = np.log1p(x) / np.log1p((T_OX - 0.1) / R) - 1

print(f"wire radius: {R:.1f} nm; oxide: {T_OX:.1f} nm")
print(f"relative permittivity: oxide {K_OX}, silicon {K_SI}")
print(f"oxide voltage: {V_OX:.1f} V; temperature: {TEMP:.0f} K")
print(f"x = t/R: {x:.3f}; ln(1+x): {np.log1p(x):.5f}")
print(f"capacitance ratio, formula: {F:.5f}")
print(f"capacitance ratio, potential solver: {F_num:.5f}")
print(f"enhancement: {100*(F-1):.2f} percent")
print(f"lower bound on ratio: {np.sqrt(1+x):.5f}")
print(f"upper bound on ratio: {1+x/2:.5f}")
for order, value in enumerate(estimates, 1):
    print(f"series ratio through order {order}: {value:.5f}")
print(f"ratio per gate area: {F/(1+x):.4f}")
print(f"ratio with silicon outside: {F_rev:.4f}")
print(f"equivalent planar thickness: {t_eq:.4f} nm")
print(f"planar capacitance: {C_planar*100:.4f} uF/cm2")
print(f"wire capacitance: {C_wire*100:.4f} uF/cm2")
print(f"wire capacitance in SI: {C_wire:.5f} F/m2")
print(f"capacitance per length: {C_length*1e9:.4f} fF/um")
print(f"electron density at 1 V: {density*1e-4:.3e} 1/cm2")
print(f"planar oxide field: {field_planar:.3f} MV/cm")
print(f"wire field at silicon: {field_in:.3f} MV/cm")
print(f"wire field at gate: {field_out:.3f} MV/cm")
for radius in (50.0, 20.0, 10.0, 3.0):
    gain = 100 * (factor(T_OX / radius) - 1)
    print(f"enhancement at R = {radius:.0f} nm: {gain:.2f} percent")
print(f"assumed breakdown field: {E_BREAK:.1f} MV/cm")
print(f"breakdown voltage, planar: {E_BREAK*T_OX/10:.3f} V")
print(f"breakdown voltage, wire: {E_BREAK*t_eq/10:.3f} V")
print(f"assumed charge depth: {DEPTH:.1f} nm")
print(f"wire C with depth: {geo_wire*100:.3f} uF/cm2")
print(f"planar C with depth: {geo_planar*100:.3f} uF/cm2")
print(f"enhancement with depth: {100*(geo_wire/geo_planar-1):.2f} percent")
print(f"subband model: {VALLEYS} valleys, mass {M_DOS} m_e")
cq_w = quantum_capacitance(dos * (1 - DEPTH / R))
print(f"wire quantum capacitance: {cq_w*100:.2f} uF/cm2")
print(f"planar quantum capacitance: {quantum_capacitance(dos)*100:.2f} uF/cm2")
print(f"wire total C: {tot_wire*100:.3f} uF/cm2")
print(f"planar total C: {tot_planar*100:.3f} uF/cm2")
for z in (0.5, 1.0, 1.5):
    wire, planar = total_capacitances(z)
    print(f"total enhancement, depth {z:.1f} nm: "
          f"{100*(wire/planar-1):.2f} percent")
print(f"C change for 0.1 nm thinner oxide: {100*thin_change:.2f} percent")
print(f"tunnel barrier: {BARRIER:.1f} eV; mass: {M_TUN:.1f} m_e")
print(f"tunnel exponent, planar: {exp_planar:.3f}")
print(f"tunnel exponent, wire: {exp_wire:.3f}")
print(f"transmission ratio wire/planar: {np.exp(exp_planar-exp_wire):.3f}")
print(f"assumed attempt rate: {ATTEMPT:.1e} 1/s")
print(f"rough wire leakage: {leak*1e-4:.1e} A/cm2")
print(f"rough leakage corner frequency: {f_leak:.1e} Hz")
print("tests ok")
```

Running it gives:

```
wire radius: 5.0 nm; oxide: 2.0 nm
relative permittivity: oxide 3.9, silicon 11.7
oxide voltage: 1.0 V; temperature: 300 K
x = t/R: 0.400; ln(1+x): 0.33647
capacitance ratio, formula: 1.18881
capacitance ratio, potential solver: 1.18881
enhancement: 18.88 percent
lower bound on ratio: 1.18322
upper bound on ratio: 1.20000
series ratio through order 1: 1.20000
series ratio through order 2: 1.18667
series ratio through order 3: 1.18933
ratio per gate area: 0.8491
ratio with silicon outside: 0.7830
equivalent planar thickness: 1.6824 nm
planar capacitance: 1.7266 uF/cm2
wire capacitance: 2.0526 uF/cm2
wire capacitance in SI: 0.02053 F/m2
capacitance per length: 0.6448 fF/um
electron density at 1 V: 1.281e+13 1/cm2
planar oxide field: 5.000 MV/cm
wire field at silicon: 5.944 MV/cm
wire field at gate: 4.246 MV/cm
enhancement at R = 50 nm: 1.99 percent
enhancement at R = 20 nm: 4.92 percent
enhancement at R = 10 nm: 9.70 percent
enhancement at R = 3 nm: 30.51 percent
assumed breakdown field: 10.0 MV/cm
breakdown voltage, planar: 2.000 V
breakdown voltage, wire: 1.682 V
assumed charge depth: 1.0 nm
wire C with depth: 1.681 uF/cm2
planar C with depth: 1.480 uF/cm2
enhancement with depth: 13.58 percent
subband model: 2 valleys, mass 0.19 m_e
wire quantum capacitance: 19.94 uF/cm2
planar quantum capacitance: 24.31 uF/cm2
wire total C: 1.550 uF/cm2
planar total C: 1.395 uF/cm2
total enhancement, depth 0.5 nm: 14.65 percent
total enhancement, depth 1.0 nm: 11.13 percent
total enhancement, depth 1.5 nm: 6.83 percent
C change for 0.1 nm thinner oxide: 4.47 percent
tunnel barrier: 3.1 eV; mass: 0.5 m_e
tunnel exponent, planar: 23.329
tunnel exponent, wire: 23.203
transmission ratio wire/planar: 1.135
assumed attempt rate: 5.0e+13 1/s
rough wire leakage: 8.6e-03 A/cm2
rough leakage corner frequency: 6.7e+02 Hz
tests ok
```
